# Field ionization of two-dimensional hydrogen from the parabolic formulas: a numerical check

```python
"""
Ionization of two-dimensional hydrogen by an in-plane static field.
Result under test (atomic units, potential -1/r + F*x, ground state, F -> 0):
    rate = 64/sqrt(2*pi*F) * exp(-16/(3*F)).
It is the m = -1/2 member of the parabolic family with n = m + 1:
    rate = (4R)^(m+1) * exp(-2R/3) / (n^3 * Gamma(m+1)),  R = 1/(n^3 F).
m = 0 is the 3D ground state, m = +1/2 the lowest planar state odd in y.
Z1, Z2: separation constants with Z1 + Z2 = 1; E: complex resonance energy;
rate = -2 Im E; delta = -Im Z2 at real energy.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln
from scipy.linalg import lu_factor, lu_solve
from scipy.constants import physical_constants

mp.mp.dps = 110


# Separation of the planar Laplacian, by differentiation in x and y.
def separation_error():
    x, y, s = sp.symbols("x y s", positive=True)
    r = sp.sqrt(x**2 + y**2)
    xi, eta = r + x, r - x
    chi1 = (1 + s) * sp.exp(-s**2 / 5)
    chi2 = s**2 + sp.sin(s)
    psi = (xi * eta)**sp.Rational(-1, 4) * chi1.subs(s, xi) * chi2.subs(s, eta)
    left = r * (sp.diff(psi, x, 2) + sp.diff(psi, y, 2)) / (2 * psi)
    right = 0
    for chi, coordinate in ((chi1, xi), (chi2, eta)):
        term = s * (sp.diff(chi, s, 2) / chi + sp.Rational(3, 16) / s**2)
        right += term.subs(s, coordinate)
    point = {x: sp.Rational(3, 10), y: sp.Rational(7, 10)}
    return abs(float(sp.N((left - right).subs(point), 30)))


# Regular solution f of s f'' + (m+1) f' + (Z + E s/2 + g s^2/4) f = 0.
def regular_solution(Z, E, g, m, s):
    p1, p2, p3 = Z * s, E * s**2 / 2, g * s**3 / 4
    a, b, c = mp.mpf(1), mp.mpf(0), mp.mpf(0)
    total = a
    for k in range(1, 8000):
        new = -(p1 * a + p2 * b + p3 * c) / (k * (k + m))
        a, b, c = new, a, b
        total += a
        if k % 20 == 0 and max(abs(a), abs(b), abs(c)) < mp.mpf(10)**(-40):
            return total
    raise RuntimeError("series did not converge")


def end_points(m, F):
    length = 2 / ((m + 1)**2 * F)
    return length, length * mp.expjpi(mp.mpf(1) / 3)


STEP = mp.mpf(10)**(-45)
SMALL = mp.mpf(10)**(-60)


# Decay at large xi, and outgoing wave (decay on a rotated ray) at large eta.
def resonance(m, F):
    inner_end, outer_end = end_points(m, F)

    def conditions(Z1, E):
        return (regular_solution(Z1, E, -F, m, inner_end),
                regular_solution(1 - Z1, E, F, m, outer_end))

    Z1, E = mp.mpf(1) / 2, -1 / (2 * (m + 1)**2)
    for _ in range(25):
        f, g = conditions(Z1, E)
        fz, gz = conditions(Z1 + STEP, E)
        fe, ge = conditions(Z1, E + STEP)
        fz, gz = (fz - f) / STEP, (gz - g) / STEP
        fe, ge = (fe - f) / STEP, (ge - g) / STEP
        det = fz * ge - fe * gz
        dZ = (-f * ge + g * fe) / det
        dE = (-g * fz + f * gz) / det
        Z1, E = Z1 + dZ, E + dE
        if abs(dZ) + abs(dE) < SMALL:
            return E
    raise RuntimeError("Newton iteration did not converge")


def outgoing_separation_constant(m, F, E):
    outer_end = end_points(m, F)[1]
    Z = mp.mpf(1) / 2
    for _ in range(25):
        f = regular_solution(Z, E, F, m, outer_end)
        slope = (regular_solution(Z + STEP, E, F, m, outer_end) - f) / STEP
        Z -= f / slope
        if abs(f / slope) < SMALL:
            return Z
    raise RuntimeError("Newton iteration did not converge")


def family_rate(m, F):
    n = m + 1
    R = 1 / (n**3 * F)
    return (4 * R)**(m + 1) * mp.exp(-2 * R / 3) / (n**3 * mp.gamma(m + 1))


def planar_ground_rate(F):
    return 64 / mp.sqrt(2 * mp.pi * F) * mp.exp(-16 / (3 * F))


# Complex-scaled planar Hamiltonian in polar coordinates, no separation.
def polar_resonance(F, odd, angle=0.5, shells=36):
    first = 1 if odd else 0
    E0 = -2 / 9 if odd else -2.0
    lam = np.sqrt(-2 * E0)
    t, weight = roots_laguerre(shells + 6)
    functions, labels = [], []
    for l in range(first, shells + 1):
        for k in range(shells - l + 1):
            norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * l + 1)))
            functions.append(norm * t**l * eval_genlaguerre(k, 2 * l, t))
            labels.append((k, l))
    B = np.array(functions)
    k, l = np.array(labels).T
    overlap = (B * (weight * t)) @ B.T * (l[:, None] == l[None, :])
    cosine = 0.5 * (abs(l[:, None] - l[None, :]) == 1)
    cosine[(l[:, None] + l[None, :]) == 1] = np.sqrt(0.5)
    position = (B * (weight * t**2)) @ B.T * cosine / (2 * lam)
    kinetic = np.diag(2 * lam**2 * (k + l + 0.5)) - lam**2 / 2 * overlap
    attraction = -2 * lam * np.eye(len(k))
    phase = np.exp(1j * angle)
    H = kinetic / phase**2 + attraction / phase + F * phase * position
    factors = lu_factor(H - 1.02 * E0 * overlap)
    vector = np.zeros(len(k), complex)
    vector[0] = 1
    for _ in range(40):
        vector = lu_solve(factors, overlap @ vector)
        vector /= np.linalg.norm(vector)
    return (vector @ H @ vector) / (vector @ overlap @ vector)


separation_residual = separation_error()
assert separation_residual < 1e-12

half = mp.mpf(1) / 2
orders = {"planar even, m=-1/2": -half, "3D, m=0": mp.mpf(0),
          "planar odd, m=+1/2": half}
R_values = (20, 40, 80, 160)
energies, ratios, limits = {}, {}, {}
for name, m in orders.items():
    for R in R_values:
        F = 1 / ((m + 1)**3 * R)
        E = resonance(m, F)
        predicted = planar_ground_rate(F) if m < 0 else family_rate(m, F)
        energies[name, R] = E
        ratios[name, R] = float(-2 * mp.im(E) / predicted)
    r1, r2, r3 = (ratios[name, R] for R in R_values[1:])
    limits[name] = (r1 - 6 * r2 + 8 * r3) / 3
    # The quadratic extrapolation in F leaves a cubic remainder.
    assert abs(limits[name] - 1) < 0.01, (name, limits[name])

even, odd = "planar even, m=-1/2", "planar odd, m=+1/2"

# Field-free levels and independent polar resonances.
free_even = polar_resonance(0.0, False)
free_odd = polar_resonance(0.0, True)
assert abs(free_even + 2) < 1e-9 and abs(free_odd + 2 / 9) < 1e-9
F_even, F_odd = 8 / 20, 8 / 27 / 20
polar_even = polar_resonance(F_even, False)
polar_odd = polar_resonance(F_odd, True)
for polar, name in ((polar_even, even), (polar_odd, odd)):
    reference = complex(energies[name, 20])
    assert abs(polar.real - reference.real) < 1e-7
    assert abs(polar.imag / reference.imag - 1) < 1e-4

# Tunnelling part of Z2, and its link to the rate, at F = 0.05.
F_weak = mp.mpf(8) / 160
E_weak = energies[even, 160]
delta = -mp.im(outgoing_separation_constant(-half, F_weak, mp.re(E_weak)))
delta_formula = mp.sqrt(32 / F_weak) / mp.sqrt(mp.pi) * mp.exp(-16 / (3 * F_weak))
delta_ratio = float(delta / delta_formula)
link_ratio = float(-2 * mp.im(E_weak) / (8 * delta))
assert abs(delta_ratio - 1) < 0.05
assert abs(link_ratio - 1) < 2e-3

print(f"separation residual: {separation_residual:.1e}")
print(f"field-free planar even level: {free_even.real:.8f} hartree")
print(f"field-free planar odd level: {free_odd.real:.8f} hartree")
print("planar ground state (F, rates in atomic units):")
print("F      computed rate   formula rate    ratio    (1-ratio)/F")
for R in R_values:
    F = 8 / R
    computed = float(-2 * mp.im(energies[even, R]))
    formula = float(planar_ground_rate(mp.mpf(8) / R))
    q = ratios[even, R]
    print(f"{F:.2f}   {computed:.5e}   {formula:.5e}   {q:.5f}   {(1-q)/F:.4f}")
for name in orders:
    print(f"ratio extrapolated to F=0, {name}: {limits[name]:.5f}")
print(f"polar rate, even state, F={F_even:.2f}: {-2*polar_even.imag:.5e} a.u.")
print(f"polar rate, odd state, F={F_odd:.6f}: {-2*polar_odd.imag:.5e} a.u.")
series_odd = float(-2 * mp.im(energies[odd, 20]))
print(f"series rate, odd state, same F: {series_odd:.5e} a.u.")
print(f"delta at F=0.05, computed: {float(delta):.5e} a.u.")
print(f"delta at F=0.05, formula: {float(delta_formula):.5e} a.u.")
print(f"delta computed/formula: {delta_ratio:.5f}")
print(f"rate/(8 delta) at F=0.05: {link_ratio:.6f}")

F_example = mp.mpf(8) / 40
formula = float(planar_ground_rate(F_example))
computed = float(-2 * mp.im(energies[even, 40]))
time_unit = physical_constants["atomic unit of time"][0]
field_unit = physical_constants["atomic unit of electric field"][0]
print(f"example field: {float(F_example):.2f} a.u.")
print(f"example field, converted: {float(F_example)*field_unit:.4e} V/m")
print(f"example R = 8/F: {float(8/F_example):.1f}")
print(f"example exponent 16/(3F): {float(16/(3*F_example)):.5f}")
print(f"example exponential: {float(mp.exp(-16/(3*F_example))):.5e}")
print(f"example prefactor: {float(64/mp.sqrt(2*mp.pi*F_example)):.4f} a.u.")
print(f"constant 64/sqrt(2 pi): {float(64/mp.sqrt(2*mp.pi)):.4f} a.u.")
print(f"example resonance position: {float(mp.re(energies[even, 40])):.7f} hartree")
print(f"example formula rate: {formula:.5e} a.u.")
print(f"example computed rate: {computed:.5e} a.u.")
print(f"example formula rate, converted: {formula/time_unit:.4e} 1/s")
print(f"example computed rate, converted: {computed/time_unit:.4e} 1/s")
print("tests ok")
```

Output:

```
separation residual: 2.2e-165
field-free planar even level: -2.00000000 hartree
field-free planar odd level: -0.22222222 hartree
planar ground state (F, rates in atomic units):
F      computed rate   formula rate    ratio    (1-ratio)/F
0.40   5.04546e-05   6.53833e-05   0.77167   0.5708
0.20   1.32762e-10   1.49758e-10   0.88651   0.5674
0.10   5.23849e-22   5.55543e-22   0.94295   0.5705
0.05   5.25099e-45   5.40580e-45   0.97136   0.5728
ratio extrapolated to F=0, planar even, m=-1/2: 0.99990
ratio extrapolated to F=0, 3D, m=0: 0.99970
ratio extrapolated to F=0, planar odd, m=+1/2: 0.99914
polar rate, even state, F=0.40: 5.04546e-05 a.u.
polar rate, odd state, F=0.014815: 1.59665e-04 a.u.
series rate, odd state, same F: 1.59665e-04 a.u.
delta at F=0.05, computed: 6.56508e-46 a.u.
delta at F=0.05, formula: 6.75726e-46 a.u.
delta computed/formula: 0.97156
rate/(8 delta) at F=0.05: 0.999795
example field: 0.20 a.u.
example field, converted: 1.0284e+11 V/m
example R = 8/F: 40.0
example exponent 16/(3F): 26.66667
example exponential: 2.62309e-12
example prefactor: 57.0920 a.u.
constant 64/sqrt(2 pi): 25.5323 a.u.
example resonance position: -2.0033178 hartree
example formula rate: 1.49758e-10 a.u.
example computed rate: 1.32762e-10 a.u.
example formula rate, converted: 6.1912e+06 1/s
example computed rate, converted: 5.4886e+06 1/s
tests ok
```
